# Lattice trapping and the Griffith load of a double-chain crack

A crack in a discrete lattice can stand still over a range of loads, whereas Griffith's energy balance gives a single load. This is lattice trapping. For two chains joined by snapping bonds, the range follows from two bond openings: the last open one behind the tip and the first intact one ahead of it.

**Model and result**

The atoms of the upper chain have transverse displacements $u_j$; those of the lower chain have $-u_j$. Springs $k$ connect neighbours within each chain. A spring $g$ ties each atom to its grip, and the two grips are held at $+D$ and $-D$. Facing atoms are joined by a bond of stiffness $b$ and stretch $2u_j$. The bond is linear up to $u_j=u_f$ and carries no force beyond, so breaking it costs $w=\tfrac12 b(2u_f)^2=2bu_f^2$. Sites $j\le0$ are open and sites $j\ge1$ are intact. The chains are infinite and unstressed at $D=0$.

Let $\lambda$ and $\mu$ be the roots between 0 and 1 of

$$\lambda+\frac1\lambda=2+\frac{g+2b}{k},\qquad \mu+\frac1\mu=2+\frac gk .$$

A static crack exists for $D_-<D<D_+$, with

$$D_-=u_f\frac{1-\lambda}{1-\mu},\qquad D_+=\frac{\mu}{\lambda}D_-,\qquad D_-D_+=D_G^2,\qquad D_G=u_f\sqrt{\frac{g+2b}{g}} .$$

Here $D_G$ is the Griffith load. It is the geometric mean of the two edges and lies between them whenever $b>0$.

**A case by hand**

Take $k=1$, $g=\tfrac12$, $2b=\tfrac74$ and $u_f=1$ in consistent units. The force on an upper atom vanishes when

$$u_{j+1}-2u_j+u_{j-1}+\tfrac12(D-u_j)-\tfrac74u_j[j\ge1]=0,$$

where the bracket is 1 for intact sites and 0 for open ones. The last term is the bond force $b(2u_j)$.

Far ahead all $u_j$ are equal, so $\tfrac12(D-u_\infty)=\tfrac74u_\infty$ and $u_\infty=\tfrac29D$. Far behind, $u_j=D$. Deviations from these values obey the same equation without the load. Inserting a power $\lambda^j$ ahead gives $\lambda+1/\lambda=2+\tfrac94$, so $\lambda=\tfrac14$. Behind, $\mu+1/\mu=\tfrac52$, so $\mu=\tfrac12$. The bounded solutions are

$$u_j=\tfrac29D+A\left(\tfrac14\right)^j\ \text{(ahead)},\qquad u_j=D-B\left(\tfrac12\right)^{1-j}\ \text{(behind)}.$$

The force balance at site 1 involves $u_0$, and that at site 0 involves $u_1$. Both forms must therefore hold at both sites:

$$A+\tfrac12B=\tfrac79D,\qquad \tfrac14A+B=\tfrac79D .$$

Four times the second equation minus the first gives $\tfrac72B=\tfrac73D$. Hence $B=\tfrac23D$, $A=\tfrac49D$, and

$$u_0=\tfrac23D,\qquad u_1=\tfrac13D .$$

The first intact bond survives if $u_1<1$, which means $D<3$. The last open bond stays open if $u_0>1$, which means $D>\tfrac32$. The openings fall steadily from left to right, so every other site then passes its own test. The window is $\tfrac32<D<3$.

For the Griffith load, compare columns far from the tip. An intact column, counting both chains, stores $g(D-u_\infty)^2+2bu_\infty^2=\tfrac12\cdot\tfrac{49}{81}D^2+\tfrac74\cdot\tfrac4{81}D^2=\tfrac7{18}D^2$. An open column stores no elastic energy. Setting the loss equal to $w=\tfrac74$ gives $D_G^2=\tfrac92$, which is the product $\tfrac32\cdot3$.

**The general window**

The general force balance is

$$k(u_{j+1}-2u_j+u_{j-1})+g(D-u_j)-2bu_j[j\ge1]=0 .$$

Far ahead, $u_\infty=gD/(g+2b)$. Write $C=D-u_\infty=2bD/(g+2b)$. With $u_j=u_\infty+A\lambda^j$ ahead and $u_j=D-B\mu^{1-j}$ behind, matching at sites 0 and 1 gives

$$A+\mu B=C,\qquad \lambda A+B=C .$$

Subtracting $\lambda$ times the first from the second gives $B$; subtracting $\mu$ times the second from the first gives $A$:

$$B=C\frac{1-\lambda}{1-\lambda\mu},\qquad A=C\frac{1-\mu}{1-\lambda\mu}.$$

Both are positive, so $u_j$ decreases with $j$ on each side, and the two sites checked at the tip decide for all.

To simplify, rewrite the root equations as $g+2b=k(1-\lambda)^2/\lambda$ and $g=k(1-\mu)^2/\mu$. Then

$$\frac CD=1-\frac{g}{g+2b}=\frac{\mu(1-\lambda)^2-\lambda(1-\mu)^2}{\mu(1-\lambda)^2}=\frac{(\mu-\lambda)(1-\lambda\mu)}{\mu(1-\lambda)^2},$$

because the numerator expands to $\mu-\lambda-\lambda\mu(\mu-\lambda)$. Therefore $B=D(\mu-\lambda)/[\mu(1-\lambda)]$, and

$$u_0=D-\mu B=D\frac{1-\mu}{1-\lambda},\qquad u_1=D-B=D\frac{\lambda(1-\mu)}{\mu(1-\lambda)}=\frac\lambda\mu u_0 .$$

Setting $u_0=u_f$ gives $D_-$, and setting $u_1=u_f$ gives $D_+$. Since $b>0$ makes $\lambda<\mu$, the window has finite width. For fixed bond states the energy is a positive quadratic form, so each equilibrium inside the window is stable against small displacements.

The edges differ in meaning. Above $D_+$ no position of the tip is static. Below $D_-$ the crack closes if its bonds can rejoin. If they cannot, it stays open and $D_-$ is not a closing load.

**Why the Griffith load is bracketed**

When the tip advances by one cell, its surroundings shift unchanged, and one intact far column is replaced by an open one. The fixed grips do no work. The elastic energy lost is

$$g(D-u_\infty)^2+2bu_\infty^2=\frac{4b^2g+2bg^2}{(g+2b)^2}D^2=\frac{2bg}{g+2b}D^2 .$$

Equating this to $2bu_f^2$ gives $D_G$. From the openings,

$$u_0u_1=D^2\frac{\lambda(1-\mu)^2}{\mu(1-\lambda)^2}=\frac{g}{g+2b}D^2,$$

so $D_-D_+=u_f^2D^2/(u_0u_1)=D_G^2$.

A second derivation shows why this holds beyond chains. Replace the tip bond by a pair of closing forces $f$, and reduce them from the old bond force $f_1$ to zero. In a linear structure the opening grows linearly from $s_1$ to $s_0$, so the structure loses $\tfrac12f_1(s_0-s_1)$. The removed bond held $\tfrac12f_1s_1$. The total loss is $\tfrac12f_1s_0=\tfrac12bs_1s_0$. After the advance this site is the last open one, so $s_0=2u_0$, while $s_1=2u_1$.

For any linear lattice that repeats along the crack, is unstressed at zero load and opens one bond per step, this loss must equal $w$ at the Griffith load. With $s_f=2u_f$, that condition is $s_0s_1=s_f^2$. Both openings are proportional to load, so the Griffith load is the geometric mean of the loads at which $s_0=s_f$ and $s_1=s_f$. It lies between them because removing the bond increases the opening.

The algorithm is then:

1. Solve the linear equilibrium at unit load with the bonds behind the tip removed.
2. Read the last open and first intact half-openings, $\rho_0$ and $\rho_1$.
3. Set $D_-=u_f/\rho_0$ and $D_+=u_f/\rho_1$.
4. Confirm that at loads between these edges all other open sites exceed $u_f$ and all other intact sites lie below it.
5. Find $D_G$ from the far columns and compare $D_G^2$ with $D_-D_+$.

For the double chain, steps 1 and 2 reduce to finding $\lambda$ and $\mu$.

**Two limits**

Let $R=\mu/\lambda=D_+/D_-$. For stiff chains, write $\lambda=e^{-p}$ and $\mu=e^{-q_0}$. The root equations become $4\sinh^2(p/2)=(g+2b)/k$ and $4\sinh^2(q_0/2)=g/k$. To leading order for large $k$,

$$R-1\simeq p-q_0\simeq\sqrt{\frac{g+2b}{k}}-\sqrt{\frac gk},$$

and trapping fades.

For $k\to0$ the columns separate. Then $\lambda\simeq k/(g+2b)$ and $\mu\simeq k/g$, so $R\to(g+2b)/g$ and $D_-\to u_f$. Each column now has its own range of loads in which both the open and the closed state are in equilibrium.

**The barriers inside the window**

Hold the tip site at half-opening $t$ and let all others relax without changing their bond states. Without the tip bond the energy is a constant plus $\tfrac12K(t-u_0)^2$. The bond adds $2bt^2$ up to $t=u_f$ and $w$ beyond. Equilibrium with the bond at $t=u_1$ requires

$$K(u_0-u_1)=4bu_1,\qquad\text{so}\qquad K=\frac{4b}{R-1},\qquad K+4b=\frac{4bR}{R-1}.$$

The two energy branches meet at $t=u_f$. Since $u_1=u_fD/D_+$ and $u_0=u_fD/D_-$, the barriers for advance and retreat are

$$E_f=\tfrac12(K+4b)(u_f-u_1)^2=\frac{wR}{R-1}\left(1-\frac D{D_+}\right)^2,$$

$$E_b=\tfrac12K(u_0-u_f)^2=\frac{w}{R-1}\left(\frac D{D_-}-1\right)^2 .$$

With $x=D/D_G$, $D/D_+=x/\sqrt R$ and $D/D_-=x\sqrt R$. Then

$$E_f-E_b=w\frac{(\sqrt R-x)^2-(x\sqrt R-1)^2}{R-1}=w(1-x^2).$$

At the Griffith load both barriers equal $w(\sqrt R-1)/(\sqrt R+1)$. The energy balance is met there, but the crack still has to climb.

**A porous dielectric layer**

Consider a porous carbon-doped oxide layer between a stiff substrate and a stiff cap, pulled normal to its plane, with a crack at mid-thickness. Rough typical inputs are Young modulus $E=12$ GPa, Poisson ratio $\nu=0.25$, fracture energy $\Gamma=3$ J/m² and pore-network cell $a=2$ nm. The layer thickness is $h=200$ nm, so each arm has height $H=100$ nm. Each model bond represents one ligament of the pore network.

The modulus for stretching without sideways contraction is $M=E(1-\nu)/[(1+\nu)(1-2\nu)]=14.40$ GPa, and the shear modulus is $G_s=E/[2(1+\nu)]=4.80$ GPa. Let the displacement vary linearly from $u$ at the crack to $D$ at the grip. The stretching energy of a column is $\tfrac12Ma^2(D-u)^2/H$. The shear strain between columns falls linearly to zero at the grip; the integral of its squared profile over the height is $H/3$. Thus

$$g=\frac{Ma^2}{H}=0.576\ \text{N/m},\qquad k=\frac{G_sH}{3}=160\ \text{N/m}.$$

Choose $b=Ma=28.8$ N/m and $w=\Gamma a^2=74.9$ eV. Then $u_f=\sqrt{w/2b}=0.4564$ nm. The root equations are

$$\lambda+\frac1\lambda=2+\frac{0.576+2(28.8)}{160},\qquad \mu+\frac1\mu=2+\frac{0.576}{160},$$

with $\lambda=0.5520$, $\mu=0.9418$ and $R=1.706$. At the Griffith load $u_0=0.596$ nm and $u_1=0.349$ nm, on either side of $u_f$.

The stress far ahead is the bond force per cell area, $\sigma=2bgD/[(g+2b)a^2]$:

- lower edge: $D_-=3.512$ nm, or 501 MPa;
- Griffith load: $D_G=4.587$ nm, or 654 MPa;
- upper edge: $D_+=5.992$ nm, or 854 MPa.

The elastic energy available per unit area scales as $D^2$. It is $\Gamma/R=1.76$ J/m² at the lower edge and $\Gamma R=5.12$ J/m² at the upper one.

A continuum layer stores $\sigma^2h/(2M)$ per area, which gives a Griffith stress of $\sqrt{2M\Gamma/h}=657$ MPa. The chain value is slightly lower because the ligament adds its compliance $1/b=a/(Ma^2)$ to that of the layer, $2/g=h/(Ma^2)$. This replaces $h$ by $h+a$.

Raising $k$ a hundredfold at fixed $g$ and $b$ reduces $R$ to 1.056; the leading-order formula gives 1.054.

**How far the neglected effects move the edges**

The largest shift computed here comes from the arm. I replaced each one by 50 rows of cells with vertical springs $Ma$ and horizontal springs $G_sa$, and solved the sparse equilibrium equations for 400 columns. This gave $R=3.68$; doubling the length from 200 columns had changed it by $4\times10^{-6}$. With the tip openings taken as decisive, the window becomes 341 to 1255 MPa around the same Griffith load. The linear profile constrains the arm and makes the tip too stiff. Releasing it lowers $K$, and $R=1+4b/K$ rises. This value is converged in length but not in row height: at fixed column width, 100 rows give $R=4.10$ and the limit of thin rows gives 4.63. The row model also omits sideways displacement; a plane-strain arm of square bilinear elements of side $a$ gives $R\approx5.8$, a window of about 270 to 1580 MPa.

A linear tail in the bond force narrows the window. Let the force peak at $u_c$ and fall linearly to zero at $u_e=qu_c$, with $w$ unchanged. The triangular energy is $2bu_cu_e=2bu_f^2$, so $u_c=u_f/\sqrt q$. If the bond force is $f$ at tip half-opening $t$, equilibrium reads $K(\rho_0D-t)=2f$. At the peak, $f=2bu_c$ and $D=Ru_c/\rho_0$; at the end of the tail, $D=u_e/\rho_0$. For $1<q<R$ the second load is the smaller, so the load falls along the tail. The neighbouring bonds stay off the tail: at the peak the last open site is at $Ru_c>u_e$, and at the end of the tail the first intact site is at $u_e/R<u_c$. These loads are therefore the new edges, $D_G\sqrt{R/q}$ and $D_G\sqrt{q/R}$. For $q=1.25$ in the chain they are 764 and 560 MPa.

Inertia lets a moving crack run below the upper edge. I cut the tip bond at rest and followed an undamped chain of equal masses by time stepping, without rejoining. Each run lasted $250\sqrt{m/k}$, where $m$ is the atomic mass. Bisection for the load at which 40 bonds, including the cut one, opened within that time gave 761 MPa, or 1.16 times the Griffith load. This figure belongs to that particular start; it does not establish a lower limit for a crack that is already moving. For the strip, or a perfectly straight front, the upper edge is the onset load for a crack at rest when the load is raised slowly and heat plays no part.

Heat acts through the barrier. In the chain, which represents a strip one ligament wide, it is 9.9 eV at the Griffith load. With a rough attempt rate $\nu_0=10^{12}$ s⁻¹, a barrier $E_*=k_BT\ln(\nu_0t)$ is crossed about once in time $t$. At $T=398$ K and ten years, $E_*=1.62$ eV. Solving $E_f=E_*$ lowers the upper edge by $\sqrt{E_*(R-1)/(wR)}$, or 9.5 percent. This shift is for the strip. In a wide, straight crack front, springs to the neighbours along the front would hold the first ligament back, which raises its barrier and reduces the shift at that site; with springs $k$ along the front it is 5.4 percent. A front that already carries a kink advances more easily than the strip: with the same springs its window is only 606 to 706 MPa, its barrier at the Griffith load is 2.9 eV, and heat lowers its upper edge to about 667 MPa. The estimate also treats a whole ligament as one breaking unit; failure bond by bond inside it is not modelled.

**Reading the result for a real layer**

The input modulus and fracture energy are in the usual rough range for such films, but the Griffith stress is far above a typical in-plane film stress of some 60 MPa. A thin layer stores little energy: at that stress, $\sigma^2h(1-\nu)/E=0.045$ J/m². In-plane stress also does not pull open the mid-plane crack considered here. If moisture halves the fracture energy to 1.5 J/m² at fixed stiffness, the Griffith load and both edges without heat fall to 0.707 of their values. The upper edge lowered by heat falls further, because the barrier shrinks too.

A real pore network is irregular, so it has no single repeated window. The linear bond law is also strained: the ligament snaps at a nominal strain of 0.46, and the layer strain at the Griffith load is 0.045. The input $\Gamma$ was taken as the Griffith energy $w/a^2$, whereas a fracture energy measured at crack onset already includes any trapping. The stresses above are therefore estimates for the model, not design limits. The general derivation of the geometric-mean rule assumed linear response up to snapping and a repeating lattice; the numerical width depends strongly on how the arm and the bond are represented.
